**Constant time lag and vanishing thickness gap in Cabrera-Mott growth**

The program treats two films obeying $dX/dt=u\,e^{L/X}$, where $X$ is the thickness, $L=23$ nm the characteristic length and $u$ the rate prefactor. They start at 1.00 and 1.01 nm, and the gap is sought when the thinner film reaches 2 nm. The program asserts that direct time integration of both films reproduces the constant lag and the final gap. It also asserts that a separate differential equation for the gap agrees with the integral condition, including a case with a large initial gap. The output gives a lag of $5.54\times10^{-5}$ s and a final gap of $1.14\times10^{-7}$ nm. Further assertions compare the cosine-barrier formula with a direct search for extrema, and the tunnelling flux with a momentum-space sum. With the cosine barrier the gap becomes $6.4\times10^{-7}$ nm, while a temperature difference of 0.1 K between films of equal initial thickness produces $1.7\times10^{-3}$ nm.

## Numerical check

```python
# Result under test: two films obeying dX/dt = u exp(L/X), with equal u and L,
# keep a constant time lag tau. When the thinner film reaches X_end, their gap g obeys
#   integral_{X_end}^{X_end+g} exp(-L/x) dx = integral_{X_thin}^{X_thick} exp(-L/x) dx.
# X: oxide thickness (nm), L: characteristic length (nm), u: rate prefactor (nm/s).
# L = Z a V/(kT): Z ion charge, a half hop distance, V Mott potential.
# Material values are rough model values in the regime of titanium oxidising in air.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import exp1

L = 23.0
thin, thick, end = 1.00, 1.01, 2.00
charge, hop, barrier, attempt, temp = 4, 0.30, 1.2, 1.0e13, 300.0
k_ev = const.k / const.e
kT = k_ev * temp
half_hop = hop / 2
mott = L * kT / (charge * half_hop)


def integral(func, low, high):
    return quad(func, low, high, epsabs=0, epsrel=1e-11, limit=200)[0]


def log_rate(x, T=temp):
    lowered = barrier - charge * half_hop * mott / x
    return np.log(hop * attempt) - lowered / (k_ev * T)


def rate(x, T=temp):
    return np.exp(log_rate(x, T))


def growth_time(start, stop, T=temp):
    return integral(lambda x: 1 / rate(x, T), start, stop)


def grow(start, duration, T=temp):
    sol = solve_ivp(lambda t, x: rate(x, T), (0, duration), [start],
                    method="DOP853", rtol=1e-12, atol=1e-14,
                    first_step=min(1e-7, duration / 10))
    assert sol.success
    return sol.y[0, -1]


def gap_from_lag(log_v, x_thin, x_thick, x_end):
    ref = log_v(x_end)
    lag_scaled = integral(lambda x: np.exp(ref - log_v(x)), x_thin, x_thick)

    def mismatch(g):
        return g * integral(lambda s: np.exp(ref - log_v(x_end + g * s)),
                            0, 1) - lag_scaled
    return brentq(mismatch, 0, x_thick - x_thin, xtol=1e-20, rtol=1e-12)


def gap_by_ode(x_thin, x_thick, x_end):
    def slope(x, g):
        return np.expm1(-L * g / (x * (x + g)))
    sol = solve_ivp(slope, (x_thin, x_end), [x_thick - x_thin],
                    method="DOP853", rtol=1e-11, atol=1e-18)
    assert sol.success and np.all(np.diff(sol.y[0]) < 0)
    return sol.y[0, -1]


def primitive(x):
    return x * np.exp(-L / x) - L * exp1(L / x)


# Closed-form primitive against quadrature
for low, high in ((thin, thick), (thin, end)):
    direct = integral(lambda x: np.exp(-L / x), low, high)
    assert abs((primitive(high) - primitive(low)) / direct - 1) < 1e-9

prefactor = hop * attempt * np.exp(-barrier / kT)
lag = (primitive(thick) - primitive(thin)) / prefactor
time_end = (primitive(end) - primitive(thin)) / prefactor
gap = gap_from_lag(log_rate, thin, thick, end)

# Constant lag and final gap against time integration of each film
for moment in (1e-4, 1e-2, 1.0, time_end):
    a_now, b_now = grow(thin, moment), grow(thick, moment)
    a_later = grow(thin, moment + lag)
    assert abs(a_later - b_now) < 2e-3 * (b_now - a_now)
assert abs(a_now - end) < 1e-9
gap_time = b_now - a_now
assert abs(gap_time / gap - 1) < 2e-3

# Gap equation, for the posed case and for a large initial gap
assert abs(gap_by_ode(thin, thick, end) / gap - 1) < 1e-7
wide = gap_from_lag(log_rate, 1.0, 1.3, 1.2)
assert abs(gap_by_ode(1.0, 1.3, 1.2) / wide - 1) < 1e-7

# Approximations used for evaluation by hand
gap_product = rate(end) * lag
assert abs(gap_product / gap - 1) < 1e-6
scaled_lag = thin * thick / L * (np.exp(-L / thick) - np.exp(-L / thin))
gap_hand = scaled_lag * np.exp(L / end)
assert abs(gap_hand / gap - 1) < 1e-3
gap_crude = (thick - thin) * np.exp(L / end - L / thin)
assert 0.85 < gap_crude / gap < 0.95


# Neglected curvature of the barrier lowering: cosine barrier in a field
def cosine_barrier(x):
    f = charge * mott / x * hop / (np.pi * barrier)
    return barrier * (np.sqrt(1 - f**2) - f * np.arccos(f))


def log_rate_cosine(x):
    return np.log(hop * attempt) - cosine_barrier(x) / kT


for x in (thin, end):
    pos = np.linspace(0, hop / 2, 200001)
    energy = (-barrier / 2 * np.cos(2 * np.pi * pos / hop)
              - charge * mott / x * pos)
    searched = energy[100000:].max() - energy[:100001].min()
    assert abs(searched - cosine_barrier(x)) < 1e-7
gap_cosine = gap_from_lag(log_rate_cosine, thin, thick, end)
slow_thin = np.exp(log_rate_cosine(thin) - log_rate(thin))
slow_end = np.exp(log_rate_cosine(end) - log_rate(end))

# Neglected temperature difference between the films
delta_T = 0.1
shift = grow(thin, time_end, temp + delta_T) - end


def temp_slope(x):
    return (barrier - charge * half_hop * mott / x) / (k_ev * temp**2)


shift_per_K = rate(end) * integral(lambda x: temp_slope(x) / rate(x), thin, end)
assert abs(shift / (shift_per_K * delta_T) - 1) < 0.03
lags_warm = [growth_time(thin, x) - growth_time(thick, x, temp + delta_T)
             for x in (1.2, end)]
assert lags_warm[1] > 100 * lags_warm[0]

# Electron supply: one-way tunnelling flux through a rectangular barrier
bohr = const.physical_constants["Bohr radius"][0] * 1e9
hartree = const.physical_constants["Hartree energy in eV"][0]
time_au = const.physical_constants["atomic unit of time"][0]
tunnel_ev, fermi_ev = 1.0, 8.0
phi, fermi = tunnel_ev / hartree, fermi_ev / hartree


def tunnel_flux(x):
    width = x / bohr
    value = integral(lambda w: w * np.exp(-2 * width * np.sqrt(2 * (phi + w))),
                     0, fermi) / (2 * np.pi**2)
    return value / bohr**2 / time_au


nodes, weights = np.polynomial.legendre.leggauss(160)
nodes, weights = (nodes + 1) / 2, weights / 2
k_fermi = np.sqrt(2 * fermi)
for x in (thin, end):
    total = 0.0
    for kx, wx in zip(k_fermi * nodes, k_fermi * weights):
        k_max = np.sqrt(k_fermi**2 - kx**2)
        kp, wp = k_max * nodes, k_max * weights
        decay = np.sqrt(2 * (phi + fermi) - kx**2)
        passed = np.exp(-2 * x / bohr * decay)
        total += wx * np.sum(wp * 2 * np.pi * kp) * kx * passed
    total *= 2 / (2 * np.pi)**3 / bohr**2 / time_au
    assert abs(total / tunnel_flux(x) - 1) < 1e-6

oxide_density = 30.0  # formula units TiO2 per nm^3, rough
margins = [tunnel_flux(x) / (charge * oxide_density * rate(x))
           for x in (thin, end)]
assert min(margins) > 10

# Oxygen arrival: one O2 molecule per TiO2 formula unit
air_oxygen = 0.21 * 760
mass_o2 = 2 * 15.999 * const.atomic_mass
arrival = air_oxygen * const.torr / np.sqrt(2 * np.pi * mass_o2 * const.k * temp)
ceiling = arrival * 1e-18 / oxide_density
pressure_limit = air_oxygen * rate(thin) / ceiling
assert ceiling > 10 * rate(thin)

print(f"Characteristic length L: {L:.1f} nm")
print(f"Initial thicknesses: {thin:.2f} and {thick:.2f} nm")
print(f"Final thickness of thinner film: {end:.2f} nm")
print(f"Ion charge number: {charge}")
print(f"Hop distance: {hop:.2f} nm")
print(f"Zero-field barrier: {barrier:.2f} eV")
print(f"Attempt frequency: {attempt:.1e} 1/s")
print(f"Temperature: {temp:.1f} K; kT: {kT:.5f} eV")
print(f"Mott potential from L: {mott:.4f} V")
print(f"Rate prefactor u: {prefactor:.3e} nm/s")
print(f"Growth rate at 1.00 nm: {rate(thin):.4g} nm/s")
print(f"Growth rate at 1.01 nm: {rate(thick):.4g} nm/s")
print(f"Growth rate at 2.00 nm: {rate(end):.4e} nm/s")
print(f"Rate ratio, 2.00 nm to 1.00 nm: {rate(end)/rate(thin):.4e}")
print(f"u times lag: {prefactor*lag:.5e} nm")
print(f"Constant time lag: {lag:.4e} s")
print(f"Time for thinner film to reach 2 nm: {time_end:.2f} s")
for x in (1.05, 1.10, 1.20, 1.50):
    g_mid = gap_from_lag(log_rate, thin, thick, x)
    print(f"Gap when thinner film is {x:.2f} nm: {g_mid:.3e} nm")
print(f"FINAL GAP: {gap:.4e} nm = {10*gap:.4e} angstrom")
print(f"Final gap, time integration: {gap_time:.3e} nm")
print(f"Final gap, hand formula: {gap_hand:.4e} nm")
print(f"Final gap, crude rate ratio: {gap_crude:.4e} nm")
print(f"Initial gap / final gap: {(thick-thin)/gap:.3e}")
print(f"Final gap / hop distance: {gap/hop:.2e}")
print(f"Field at 1 nm: {10*mott/thin:.2f} MV/cm")
print(f"Field at 2 nm: {10*mott/end:.2f} MV/cm")
print(f"Linear lowered barrier at 1 nm: {barrier-L*kT/thin:.3f} eV")
print(f"Linear lowered barrier at 2 nm: {barrier-L*kT/end:.3f} eV")
print(f"Cosine barrier at 1 nm: {cosine_barrier(thin):.3f} eV")
print(f"Cosine barrier at 2 nm: {cosine_barrier(end):.3f} eV")
print(f"Cosine/linear rate at 1 nm: {slow_thin:.3f}")
print(f"Cosine/linear rate at 2 nm: {slow_end:.3f}")
print(f"Final gap with cosine barrier: {gap_cosine:.3e} nm")
print(f"Backward/forward hops at 2 nm: {np.exp(-2*L/end):.2e}")
print(f"Temperature difference tried: {delta_T:.1f} K")
print(f"Thickness shift it causes at 2 nm: {shift:.3e} nm")
print(f"Temperature difference matching gap: {gap/shift_per_K:.2e} K")
print(f"Lag at 1.2 nm, thicker film warmer: {lags_warm[0]:.3e} s")
print(f"Lag at 2.0 nm, thicker film warmer: {lags_warm[1]:.3e} s")
print(f"Tunnel barrier: {tunnel_ev:.1f} eV; Fermi depth: {fermi_ev:.1f} eV")
print(f"Electron supply/demand at 1 nm: {margins[0]:.2e}")
print(f"Electron supply/demand at 2 nm: {margins[1]:.2e}")
print(f"Oxide density: {oxide_density:.0f} formula units/nm^3")
print(f"Oxygen pressure in air: {air_oxygen:.0f} Torr")
print(f"Oxygen-arrival growth ceiling: {ceiling:.2e} nm/s")
print(f"O2 pressure limiting growth at 1 nm: {pressure_limit:.2e} Torr")
print("verified")
```

Printed output:

```
Characteristic length L: 23.0 nm
Initial thicknesses: 1.00 and 1.01 nm
Final thickness of thinner film: 2.00 nm
Ion charge number: 4
Hop distance: 0.30 nm
Zero-field barrier: 1.20 eV
Attempt frequency: 1.0e+13 1/s
Temperature: 300.0 K; kT: 0.02585 eV
Mott potential from L: 0.9910 V
Rate prefactor u: 2.080e-08 nm/s
Growth rate at 1.00 nm: 202.7 nm/s
Growth rate at 1.01 nm: 161.4 nm/s
Growth rate at 2.00 nm: 2.0530e-03 nm/s
Rate ratio, 2.00 nm to 1.00 nm: 1.0130e-05
u times lag: 1.15286e-12 nm
Constant time lag: 5.5433e-05 s
Time for thinner film to reach 2 nm: 72.87 s
Gap when thinner film is 1.05 nm: 3.618e-03 nm
Gap when thinner film is 1.10 nm: 1.370e-03 nm
Gap when thinner film is 1.20 nm: 2.426e-04 nm
Gap when thinner film is 1.50 nm: 5.260e-06 nm
FINAL GAP: 1.1381e-07 nm = 1.1381e-06 angstrom
Final gap, time integration: 1.138e-07 nm
Final gap, hand formula: 1.1376e-07 nm
Final gap, crude rate ratio: 1.0130e-07 nm
Initial gap / final gap: 8.787e+04
Final gap / hop distance: 3.79e-07
Field at 1 nm: 9.91 MV/cm
Field at 2 nm: 4.95 MV/cm
Linear lowered barrier at 1 nm: 0.605 eV
Linear lowered barrier at 2 nm: 0.903 eV
Cosine barrier at 1 nm: 0.666 eV
Cosine barrier at 2 nm: 0.918 eV
Cosine/linear rate at 1 nm: 0.097
Cosine/linear rate at 2 nm: 0.561
Final gap with cosine barrier: 6.397e-07 nm
Backward/forward hops at 2 nm: 1.03e-10
Temperature difference tried: 0.1 K
Thickness shift it causes at 2 nm: 1.699e-03 nm
Temperature difference matching gap: 6.70e-06 K
Lag at 1.2 nm, thicker film warmer: 1.670e-04 s
Lag at 2.0 nm, thicker film warmer: 8.222e-01 s
Tunnel barrier: 1.0 eV; Fermi depth: 8.0 eV
Electron supply/demand at 1 nm: 7.42e+04
Electron supply/demand at 2 nm: 5.67e+04
Oxide density: 30 formula units/nm^3
Oxygen pressure in air: 160 Torr
Oxygen-arrival growth ceiling: 1.91e+07 nm/s
O2 pressure limiting growth at 1 nm: 1.70e-03 Torr
verified
```
